# Superexchange through one anion in a straight cation-anion-cation bond

## What the single-channel estimate misses

Two magnetic cations separated by a closed-shell anion can be coupled antiferromagnetically even if their own orbitals do not overlap. A quick estimate treats the anion as a bridge giving an effective cation-cation hopping $t_{\rm eff}=t_{pd}^2/\Delta$, and then uses the two-site Hubbard result $4t_{\rm eff}^2/U_d$. Here $\Delta$ is the cost of moving a hole from cation to anion, and $U_d$ is the repulsion of two holes on one cation.

For $t_{pd}=0.5$ eV, $\Delta=4$ eV, $U_d=8$ eV and an anion repulsion $U_p=4$ eV, this gives 1.95 meV. Diagonalizing the same three-orbital model gives 4.26 meV. The estimate also predicts that the coupling vanishes as $U_d\to\infty$ at fixed $\Delta$, whereas the model keeps a finite coupling.

What is missing is a process in which both holes meet on the anion. Including it gives, to fourth order in the hopping,

$$
J=\frac{4t_{pd}^4}{\Delta^2}\left[\frac1{U_d}+\frac{2}{2\Delta+U_p}\right].
$$

The convention is $H_{\rm eff}={\rm const}+J\,\mathbf S_1\cdot\mathbf S_2$, with the pair counted once and spins in units of $\hbar$. Positive $J$ is antiferromagnetic.

## The model, in holes

Each cation $i=1,2$ has one magnetic $d$ orbital, and the anion has one $p$ orbital pointing along the line of the three ions. In the ground configuration each $d$ orbital holds one electron and the $p$ orbital holds two. These four electrons in three orbitals are two holes, which are easier to follow.

To translate, let an orbital have electron level $\epsilon$ and repulsion $U$. An electron of one spin is present when the hole of opposite spin label is absent, so $n^e_\sigma=1-n_{\bar\sigma}$, where $n$ counts holes. Then

$$
\epsilon(n^e_\uparrow+n^e_\downarrow)+Un^e_\uparrow n^e_\downarrow
=2\epsilon+U-(\epsilon+U)(n_\uparrow+n_\downarrow)+Un_\uparrow n_\downarrow .
$$

The repulsion is unchanged and the hole level is $-(\epsilon+U)$. Moving a hole from $d$ to $p$ therefore costs

$$
\Delta=-(\epsilon_p+U_p)+(\epsilon_d+U_d)=\epsilon_d-\epsilon_p+U_d-U_p .
$$

So $\Delta$ is a full configuration energy, not a bare difference of levels. The hopping changes sign under the translation, because exchanging the order of two fermion operators gives a minus sign. That sign is the same on both bonds and can be absorbed into the $p$ orbital.

The number of holes is fixed at two, so the $d$ hole level can be set to zero. With $d^\dagger_{i\sigma}$ and $p^\dagger_\sigma$ creating holes, $H=H_0+V$, where

$$
H_0=\Delta n_p+U_d\sum_i n_{i\uparrow}n_{i\downarrow}+U_pn_{p\uparrow}n_{p\downarrow},
$$

$$
V=t\sum_{i\sigma}\left(d^\dagger_{i\sigma}p_\sigma+p^\dagger_\sigma d_{i\sigma}\right),\qquad t\equiv t_{pd}.
$$

A $p$ orbital has lobes of opposite sign, so its two hoppings may be $t$ and $-t$. Replacing $d_{2\sigma}$ by $-d_{2\sigma}$ makes them equal. The spin operator of cation 2 contains one creation and one annihilation operator and does not notice the change.

The model omits direct $d$-$d$ hopping, direct exchange, cation-anion repulsion and all other orbitals. All of $\Delta$, $U_d$ and $2\Delta+U_p$ are taken positive. The configurations and their energies are:

- one hole on each cation: $0$;
- one hole on the anion, one on a cation: $\Delta$;
- both holes on one cation: $U_d$;
- both holes on the anion: $2\Delta+U_p$.

## Why two energies determine J

At $t=0$ the lowest level contains four states, one for each choice of the two spins. They form a singlet and a triplet. $H$ is invariant under spin rotations, so it cannot mix the two, and it shifts the three triplet states equally. From

$$
\mathbf S_1\cdot\mathbf S_2=\tfrac12\left[S(S+1)-\tfrac34-\tfrac34\right]
$$

we get $-3/4$ for $S=0$ and $+1/4$ for $S=1$. The two shifts are thus reproduced by a constant plus $J\,\mathbf S_1\cdot\mathbf S_2$, with

$$
J=E_T-E_S .
$$

## The fourth-order energy

For each spin state there is a single starting state $|0\rangle$ with $H_0|0\rangle=0$. Let $Q=1-|0\rangle\langle0|$ within that spin sector, and write the eigenstate as $|0\rangle+|\chi\rangle$ with $\langle0|\chi\rangle=0$. Projecting $H(|0\rangle+|\chi\rangle)=E(|0\rangle+|\chi\rangle)$ on $\langle0|$ and with $Q$ gives

$$
E=\langle0|V|\chi\rangle,\qquad (E-H_0)|\chi\rangle=QV(|0\rangle+|\chi\rangle).
$$

The first equation uses $\langle0|V|0\rangle=0$, since one hop always changes the number of holes on the anion by one. For the same reason $E$ has no odd orders: an odd number of hops cannot return to $|0\rangle$. Hence $E=E_2+E_4+\dots$

Define $R=-Q/H_0$ and collect powers of $V$ in the second equation:

$$
\chi_1=RV|0\rangle,\qquad \chi_2=RV\chi_1,\qquad \chi_3=RV\chi_2-E_2R\chi_1 .
$$

The last term appears because $E_2\chi_1$ is of third order. Inserting these into $E=\langle0|V|\chi\rangle$, and using $\langle0|VR=\langle\chi_1|$, we find

$$
E_2=\langle0|V|\chi_1\rangle,\qquad
E_4=\langle\chi_1|VRV|\chi_1\rangle-E_2\langle\chi_1|\chi_1\rangle .
$$

The first part of $E_4$ can be written as a sum over configurations $f$ reached after two hops:

$$
\langle\chi_1|VRV|\chi_1\rangle=-\sum_{f\ne0}\frac{|A_f|^2}{E_f},\qquad A_f=\langle f|V|\chi_1\rangle .
$$

The second part of $E_4$ is a normalization term. It is positive because $E_2<0$.

To apply $V$ without sign errors, use the commutators

$$
[V,d^\dagger_{i\sigma}]=t\,p^\dagger_\sigma,\qquad
[V,p^\dagger_\sigma]=t(d^\dagger_{1\sigma}+d^\dagger_{2\sigma}),
$$

together with $V|{\rm vac}\rangle=0$, where the vacuum has no holes. Acting with $V$ on a product of creation operators replaces each operator in turn, in its place, by the right-hand side above.

## The triplet: no meeting allowed

Take both spins up, $|T\rangle=d^\dagger_{1\uparrow}d^\dagger_{2\uparrow}|{\rm vac}\rangle$. One hop gives

$$
V|T\rangle=t\left(p^\dagger_\uparrow d^\dagger_{2\uparrow}+d^\dagger_{1\uparrow}p^\dagger_\uparrow\right)|{\rm vac}\rangle\equiv\sqrt2\,t\,|X_T\rangle ,
$$

with $|X_T\rangle$ normalized. A second hop could bring the holes together only through $d^\dagger_{i\uparrow}d^\dagger_{i\uparrow}$ or $p^\dagger_\uparrow p^\dagger_\uparrow$, which vanish by the Pauli principle. What remains is a return to $|T\rangle$, so $V|X_T\rangle=\sqrt2\,t|T\rangle$. The problem closes on two states:

$$
\begin{pmatrix}0&\sqrt2t\\ \sqrt2t&\Delta\end{pmatrix},\qquad
E_T=\frac{\Delta-\sqrt{\Delta^2+8t^2}}2 .
$$

With $\sqrt{1+8x}=1+4x-8x^2+32x^3-\dots$ and $x=t^2/\Delta^2$,

$$
E_T=-\frac{2t^2}{\Delta}+\frac{4t^4}{\Delta^3}-\frac{16t^6}{\Delta^5}+\dots
$$

The perturbation formula agrees. Here $\chi_1=-(\sqrt2t/\Delta)|X_T\rangle$, so $E_2=-2t^2/\Delta$ and $\langle\chi_1|\chi_1\rangle=2t^2/\Delta^2$. The normalization term is $+4t^4/\Delta^3$, and all $A_f$ vanish.

## The singlet: two places to meet

Start from

$$
|S\rangle=\frac1{\sqrt2}\left(d^\dagger_{1\uparrow}d^\dagger_{2\downarrow}-d^\dagger_{1\downarrow}d^\dagger_{2\uparrow}\right)|{\rm vac}\rangle .
$$

One hop moves either the left or the right hole to the anion, $V|S\rangle=t(|L\rangle+|R\rangle)$, with

$$
|L\rangle=\frac1{\sqrt2}(p^\dagger_\uparrow d^\dagger_{2\downarrow}-p^\dagger_\downarrow d^\dagger_{2\uparrow})|{\rm vac}\rangle,
$$

$$
|R\rangle=\frac1{\sqrt2}(d^\dagger_{1\uparrow}p^\dagger_\downarrow-d^\dagger_{1\downarrow}p^\dagger_\uparrow)|{\rm vac}\rangle .
$$

Both have energy $\Delta$, so $\chi_1=-(t/\Delta)(|L\rangle+|R\rangle)$. Its norm squared is $2t^2/\Delta^2$ and $E_2=-2t^2/\Delta$, as in the triplet. The normalization term is therefore again $+4t^4/\Delta^3$, and it cancels in $J$.

Now let $|D_i\rangle=d^\dagger_{i\uparrow}d^\dagger_{i\downarrow}|{\rm vac}\rangle$ and $|P\rangle=p^\dagger_\uparrow p^\dagger_\downarrow|{\rm vac}\rangle$. Applying the replacement rule to $|L\rangle$,

$$
\begin{aligned}
V|L\rangle=\frac t{\sqrt2}\big[&(d^\dagger_{1\uparrow}d^\dagger_{2\downarrow}-d^\dagger_{1\downarrow}d^\dagger_{2\uparrow})
+(d^\dagger_{2\uparrow}d^\dagger_{2\downarrow}-d^\dagger_{2\downarrow}d^\dagger_{2\uparrow})\\
&+(p^\dagger_\uparrow p^\dagger_\downarrow-p^\dagger_\downarrow p^\dagger_\uparrow)\big]|{\rm vac}\rangle .
\end{aligned}
$$

In the last two brackets the second term equals the first after one exchange of operators, so each bracket is twice one state:

$$
V|L\rangle=t|S\rangle+\sqrt2\,t|D_2\rangle+\sqrt2\,t|P\rangle .
$$

The same steps for $|R\rangle$ give

$$
V|R\rangle=t|S\rangle+\sqrt2\,t|D_1\rangle+\sqrt2\,t|P\rangle .
$$

Adding these and multiplying by $-t/\Delta$,

$$
V\chi_1=-\frac{t^2}{\Delta}\left[2|S\rangle+\sqrt2(|D_1\rangle+|D_2\rangle)+2\sqrt2\,|P\rangle\right].
$$

The $|S\rangle$ part is removed by $Q$. The others are

$$
A_{D_1}=A_{D_2}=-\frac{\sqrt2t^2}{\Delta},\qquad A_P=-\frac{2\sqrt2t^2}{\Delta}.
$$

The anion amplitude is twice the cation amplitude because $|P\rangle$ is reached in two ways, left hole first or right hole first, and the two contributions have the same sign. Each $|D_i\rangle$ is reached in one way: the hole from the other cation crosses the anion.

## Assembling J

Squaring the amplitudes and dividing by the configuration energies gives

$$
E_4^S=\frac{4t^4}{\Delta^3}-2\,\frac{2t^4}{\Delta^2U_d}-\frac{8t^4}{\Delta^2(2\Delta+U_p)} .
$$

The factor 2 in the middle term counts the two cations. Since $E_4^T=4t^4/\Delta^3$ and the second-order energies are equal,

$$
J=E_4^T-E_4^S=\frac{4t^4}{\Delta^2}\left[\frac1{U_d}+\frac2{2\Delta+U_p}\right].
$$

Both terms lower the singlet, so $J>0$ in this model at this order. The triplet lacks them because parallel spins cannot share an orbital. The interaction is thus a difference in the kinetic freedom of the holes; no magnetic force between the ions has been introduced.

The 2 in the second term of the bracket comes from coherence. If the two hopping orders contributed separately, their squared amplitudes would add to $4t^4/\Delta^2$ instead of $8t^4/\Delta^2$, and the anion contribution would be halved.

Two extensions follow by tracing the same paths. If the bonds have hoppings $t_1$ and $t_2$, each path to a doubly occupied orbital uses each bond once, so $t^4$ becomes $t_1^2t_2^2$. If a hole on the anion and one on a cation repel with energy $U_{pd}$, the states $|L\rangle$ and $|R\rangle$ cost $\Delta+U_{pd}$, while $|D_i\rangle$ and $|P\rangle$ keep their energies. The prefactor then becomes $4t^4/(\Delta+U_{pd})^2$ and the bracket is unchanged.

## The two limits

The ratio of the anion term to the cation term is

$$
\frac{J_P}{J_D}=\frac{2U_d}{2\Delta+U_p}=\frac{U_d}{\Delta+U_p/2}.
$$

The crossover is therefore set by $\Delta+U_p/2$, half the energy of two holes on the anion, and not by $\Delta$ alone.

**Mott-Hubbard limit.** For $U_d\ll\Delta+U_p/2$ the cheapest meeting place is a cation, and

$$
J\to\frac{4t_{pd}^4}{\Delta^2U_d}=\frac{4t_{\rm eff}^2}{U_d},\qquad t_{\rm eff}=\frac{t_{pd}^2}{\Delta}.
$$

This is the estimate of the opening section. Here the anion acts merely as a bridge.

**Charge-transfer limit.** For $U_d\gg\Delta+U_p/2$ the holes meet on the anion, and

$$
J\to\frac{8t_{pd}^4}{\Delta^2(2\Delta+U_p)} .
$$

The coupling no longer depends on $U_d$. The shorter form $4t_{pd}^4/\Delta^3$ needs the further condition $U_p\ll2\Delta$. With $\Delta=U_p=4$ eV it would be too large by the factor $(2\Delta+U_p)/(2\Delta)=1.5$ relative to the charge-transfer limit.

These limits vary $U_d$ at fixed $\Delta$. If instead the electron levels and $U_p$ are held fixed, $\Delta$ grows with $U_d$. For very large $U_d$ one then has $\Delta\approx U_d$, the ratio $J_P/J_D$ tends to 1, and $J\approx8t_{pd}^4/U_d^3$. Taking $U_d\to\infty$ along that path therefore does not lead to the charge-transfer limit.

## When the expansion fails

The admixtures in the wave function must be small. The first-order weight is $\langle\chi_1|\chi_1\rangle=2t^2/\Delta^2$, which requires $t\ll\Delta$. In second order, the normalized state $|D\rangle=(|D_1\rangle+|D_2\rangle)/\sqrt2$ enters with amplitude

$$
-\frac{1}{U_d}\,\frac{A_{D_1}+A_{D_2}}{\sqrt2}=\frac{2t^2}{\Delta U_d}=\frac{2t_{\rm eff}}{U_d}.
$$

So $t_{\rm eff}\ll U_d$ is a separate condition, and the Mott-Hubbard form holds in the window $t_{\rm eff}\ll U_d\ll\Delta+U_p/2$. For $U_d=0.06$ eV, with the other parameters as before, this amplitude would be about 2. The fourth-order formula then gives 263 meV, against a model gap of 94 meV. The state $|P\rangle$ enters in the same way, with amplitude $-A_P/(2\Delta+U_p)=2\sqrt2\,t_{\rm eff}/(2\Delta+U_p)$. For $U_p\ge0$ this is small whenever $t\ll\Delta$; if $U_p$ is negative, $t_{\rm eff}\ll2\Delta+U_p$ is a third condition.

A check without expansion uses the singlet states that are even under exchange of the cations: $|S\rangle$, $|X\rangle=(|L\rangle+|R\rangle)/\sqrt2$, $|D\rangle$ and $|P\rangle$. The actions of $V$ found above give

$$
V|S\rangle=\sqrt2t|X\rangle,\qquad
V|X\rangle=\sqrt2t|S\rangle+\sqrt2t|D\rangle+2t|P\rangle,
$$

and hence the matrix

$$
\begin{pmatrix}
0&\sqrt2t&0&0\\
\sqrt2t&\Delta&\sqrt2t&2t\\
0&\sqrt2t&U_d&0\\
0&2t&0&2\Delta+U_p
\end{pmatrix}.
$$

Its lowest eigenvalue is the singlet energy $E_S$. Subtracting it from the closed form of $E_T$ gives the singlet-triplet gap of the model without an expansion in $t$. This gap is the coupling $J$ of two cation spins only while the admixtures are small; at $U_d=0.06$ eV about a third of the singlet's weight lies on $|D\rangle$.

## Worked example

The parameters are round model values, not those of a material: $t_{pd}=0.5$ eV, $\Delta=4$ eV, $U_d=8$ eV, $U_p=4$ eV. The effective hopping is $t_{\rm eff}=0.25/4=0.0625$ eV, so $t_{\rm eff}^2=0.003906$ eV². The two contributions are

$$
J_D=\frac{4(0.003906)}{8}\ {\rm eV}=1.95\ {\rm meV},
$$

$$
J_P=\frac{8(0.003906)}{12}\ {\rm eV}=2.60\ {\rm meV}.
$$

Their sum is $J=4.56$ meV, or $J/k_B=53$ K. Their ratio is $8/6=1.33$: the anion channel is the larger one, but neither limit applies.

Diagonalization gives $E_S=-0.125578$ eV and $E_T=-0.121320$ eV, hence $J=4.26$ meV. The fourth-order value is 7.0% too large relative to this. Since odd orders vanish, the first correction to $J$ is of order $t^6$, and the relative error should fall as $t^2$. It does: at $t_{pd}=0.25$ and $0.125$ eV the excess is 1.75% and 0.44%. At $t_{pd}=1$ eV it is 29%, so there the formula is a rough guide. These percentages belong to the three-orbital unit, in which each cation has one anion. If each cation also hops to three further anions with the same $t_{pd}$, $\Delta$ and $U_p$, the fourth-order $J$ is unchanged but its excess grows to 23% at 0.5 eV and 91% at 1 eV, so in a solid the formula needs a smaller $t_{pd}/\Delta$ for the same accuracy.

The two energies can be compared separately at 0.5 eV. Through fourth order the triplet energy is $-0.125000+0.003906=-0.121094$ eV, which lies 0.23 meV above the diagonalized value. The next term of its series, $-16t^6/\Delta^5=-0.24$ meV, accounts for this. The singlet, at $-0.125000-0.000651=-0.125651$ eV, is 0.07 meV too low. Together the two errors give the 0.30 meV excess in $J$. This split does not locate the source of the excess. The upper-left $2\times2$ block of the singlet matrix is the triplet matrix, so the singlet series contains the whole triplet series, including $-16t^6/\Delta^5$, and these shared terms cancel in $J$. The 0.30 meV comes entirely from higher-order singlet terms that involve $|D\rangle$ and $|P\rangle$. They raise the singlet by 0.30 meV, which with the shared $-0.23$ meV leaves its net error of 0.07 meV.

Varying $U_d$ with the other parameters fixed shows the crossover:

| $U_d$ (eV) | $J_D$ (meV) | $J_P$ (meV) | Sum (meV) | Diagonalized (meV) |
|---:|---:|---:|---:|---:|
| 0.6 | 26.0 | 2.6 | 28.6 | 25.9 |
| 6 | 2.6 | 2.6 | 5.2 | 4.9 |
| 60 | 0.3 | 2.6 | 2.9 | 2.7 |

At $U_d=6$ eV, equal to $\Delta+U_p/2$, the channels contribute equally. At 0.6 eV the cation term alone lies closer to the diagonalized value than the full fourth-order sum. This does not mean that the anion term is absent: the higher orders lower $J$ by 2.7 meV, which nearly offsets the 2.6 meV of the anion term at this value of $t_{pd}$. The higher orders start at $t^6$ while both terms scale as $t^4$, so at sufficiently small hopping the sum is the better approximation.

The numerical check obtains the gap by diagonalization in the full Fock space, for two holes and, with the worked parameters, also for four electrons. It confirms the model's algebra; it does not measure the effect of the orbitals and interactions left out.

## Numbers as computed

```
tpd = 0.50 eV, Delta = 4.00 eV
Ud = 8.00 eV, Up = 4.00 eV
t_eff = tpd^2/Delta = 0.0625 eV
energy of two holes on anion = 12.00 eV
crossover energy Delta + Up/2 = 6.00 eV
amplitude numerator, cation = -0.08839 eV
amplitude numerator, anion = -0.17678 eV
anion numerator, one order of hops = -0.08839 eV
second-order energy, both spins = -0.12500 eV
common normalization term = 3.9062 meV
fourth-order singlet energy = -0.6510 meV
fourth-order triplet energy = 3.9062 meV
cation contribution to J = 1.9531 meV
anion contribution to J = 2.6042 meV
anion/cation ratio = 1.3333
J, fourth order = 4.5573 meV
J/k_B, fourth order = 52.89 K
exact singlet energy = -0.125578 eV
exact triplet energy = -0.121320 eV
J, exact for the model = 4.2581 meV
Convergence: tpd (eV), fourth-order J, exact J (meV), excess (%)
  1.000  72.91667  56.68446  28.64
  0.500  4.55729  4.25813  7.03
  0.250  0.28483  0.27993  1.75
  0.125  0.01780  0.01772  0.44
last reduction of excess on halving tpd = 4.003
Crossover at tpd = 0.5 eV: Ud (eV), then in meV:
  fourth-order J, Mott-Hubbard limit, charge-transfer limit, exact J
  0.6  28.6458  26.0417  2.6042  25.9208
  6.0  5.2083  2.6042  2.6042  4.8750
  60.0  2.8646  0.2604  2.6042  2.6515
Breakdown at Ud = 0.06 eV: fourth-order J = 263.02 meV
Breakdown at Ud = 0.06 eV: exact gap = 94.26 meV
```
